# Optimum Bend Radius for a Lossy Waveguide: Question and Model Answers: a program that tests the result

```python
# Result under test: the quarter-turn loss
#     L(R) = (pi/2) R [A + K exp(-R/R0)]
# has a local minimum at finite R > 0 if and only if 0 < A < K/e^2.
# A: constant propagation loss per length; K, R0: bend-radiation constants.
# Scaled form: x = R/R0, a = A/K, f(x) = x (a + exp(-x)).
# The example obtains K and R0 from leaky modes of a bent scalar slab.
# Lengths are in micrometres; losses are power losses.
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw
from scipy.sparse import diags
from scipy.sparse.linalg import eigs


def scaled_loss(x, a):
    return x * (a + np.exp(-x))


def stationary_points(a):
    """Closed-form positions of the local maximum and local minimum."""
    z = -np.e * a
    return 1 - lambertw(z, 0).real, 1 - lambertw(z, -1).real


# ---------- existence of the minimum, counted on the curve itself ----------
a_crit = np.exp(-2)
x_grid = np.linspace(0.001, 30, 30000)
print("critical A/K = %.6f" % a_crit)
for ratio, expected in [(0, 0), (0.01, 1), (0.5, 1), (0.99, 1),
                        (1, 0), (1.01, 0), (2, 0)]:
    y = scaled_loss(x_grid, ratio * a_crit)
    count = int(np.sum((y[1:-1] < y[:-2]) & (y[1:-1] < y[2:])))
    assert count == expected
    print("A/(K/e^2) = %.2f: local minima found = %d" % (ratio, count))

# ---------- closed forms against direct minimization ----------
for ratio in (0.01, 0.5, 0.99):
    a = ratio * a_crit
    x_max, x_min = stationary_points(a)
    low = minimize_scalar(lambda x: scaled_loss(x, a), bounds=(2, 30),
                          method="bounded", options={"xatol": 1e-10})
    high = minimize_scalar(lambda x: -scaled_loss(x, a), bounds=(0.01, 2),
                           method="bounded", options={"xatol": 1e-10})
    assert abs(low.x - x_min) < 1e-5 and abs(high.x - x_max) < 1e-5
    assert abs(low.fun - x_min**2 * np.exp(-x_min)) < 1e-10
    step = 1e-3
    for x in (x_max, x_min):
        curvature = (scaled_loss(x + step, a) - 2 * scaled_loss(x, a)
                     + scaled_loss(x - step, a)) / step**2
        assert abs(curvature - (x - 2) * np.exp(-x)) < 1e-6
    print("A/(K/e^2) = %.2f: R_max/R0 = %.4f, R_min/R0 = %.4f"
          % (ratio, x_max, x_min))

# ---------- slab model of the example ----------
wavelength, width = 1.55, 1.0
n_core, n_clad = 1.60, 1.444
k0 = 2 * np.pi / wavelength
DB_PER_CM = 1e4 * 10 / np.log(10)      # converts 1/um to dB/cm
A_db = 2.0                             # dB/cm


def straight_slab(core_index):
    """Propagation constant, core wavenumber, cladding decay constant."""
    def mismatch(n):
        kap = k0 * np.sqrt(core_index**2 - n**2)
        gam = k0 * np.sqrt(n**2 - n_clad**2)
        return kap * np.tan(kap * width / 2) - gam
    n = brentq(mismatch, n_clad + 1e-9, core_index - 1e-9, xtol=1e-14)
    return (k0 * n, k0 * np.sqrt(core_index**2 - n**2),
            k0 * np.sqrt(n**2 - n_clad**2))


beta0, kappa, gamma = straight_slab(n_core)


def tunnelling_R0(beta, decay):
    return 1 / (2 * (beta * np.arctanh(decay / beta) - decay))


def straight_field(x):
    half = width / 2
    inside = np.cos(kappa * np.clip(x, -half, half))
    return inside * np.exp(-gamma * np.maximum(np.abs(x) - half, 0))


ABSORBER_START, OUTER_END = 4.0, 24.0


def bent_mode(R, h=0.0125):
    """Leaky mode in u = R ln(r/R), with outgoing waves absorbed by a
    smooth complex continuation of u. Returns u, field, complex beta."""
    u = np.arange(-6, OUTER_END, h) + h / 2
    depth = OUTER_END - ABSORBER_START

    def ramp(v):
        return np.maximum((v - ABSORBER_START) / depth, 0)

    def stretch(v):
        return 1 + 2j * ramp(v)**2

    u_complex = u + 2j * depth * ramp(u)**3 / 3
    edge_in = R * np.log1p(-width / (2 * R))
    edge_out = R * np.log1p(width / (2 * R))
    fill = np.clip((np.minimum(u + h / 2, edge_out)
                    - np.maximum(u - h / 2, edge_in)) / h, 0, 1)
    n_squared = n_clad**2 + fill * (n_core**2 - n_clad**2)
    potential = k0**2 * n_squared * np.exp(2 * u_complex / R)
    right = 1 / (stretch(u) * stretch(u + h / 2) * h**2)
    left = 1 / (stretch(u) * stretch(u - h / 2) * h**2)
    matrix = diags([left[1:], potential - left - right, right[:-1]],
                   [-1, 0, 1], format="csc")
    guide = straight_field(R * np.expm1(u / R))
    values, vectors = eigs(matrix, k=4, sigma=beta0**2,
                           v0=(guide + 0.1).astype(complex))
    overlaps = np.abs(guide @ vectors) / np.linalg.norm(vectors, axis=0)
    best = int(np.argmax(overlaps))
    return u, vectors[:, best], np.sqrt(values[best])


def bend_loss(R, h=0.0125):
    """Power radiation loss per arc length, dB/cm."""
    return 2 * bent_mode(R, h)[2].imag * DB_PER_CM


assert abs(bent_mode(1e5)[2].real - beta0) < 5e-4
assert abs(bend_loss(65) / bend_loss(65, 0.00625) - 1) < 0.03

# Two radii fix the exponential; other radii test it.
R_a, R_b = 50.0, 80.0
loss_a, loss_b = bend_loss(R_a), bend_loss(R_b)
assert loss_a > loss_b > 0
R0 = (R_b - R_a) / np.log(loss_a / loss_b)
K_db = loss_a * np.exp(R_a / R0)
R0_tunnel = tunnelling_R0(beta0, gamma)
assert abs(R0 / R0_tunnel - 1) < 0.06
print("wavelength = %.2f um, slab width = %.2f um" % (wavelength, width))
print("core index = %.3f, cladding index = %.3f" % (n_core, n_clad))
print("straight-mode effective index = %.4f" % (beta0 / k0))
print("beta = %.4f 1/um, cladding decay gamma = %.4f 1/um"
      % (beta0, gamma))
print("bend loss at %.0f um = %.4f dB/cm" % (R_a, loss_a))
print("bend loss at %.0f um = %.5f dB/cm" % (R_b, loss_b))
print("R0 from bent modes = %.3f um" % R0)
print("R0 from tunnelling formula = %.3f um" % R0_tunnel)
print("K = %.4g dB/cm" % K_db)
for R, tolerance in [(40, 0.15), (60, 0.05), (70, 0.05)]:
    ratio = bend_loss(R) / (K_db * np.exp(-R / R0))
    assert abs(ratio - 1) < tolerance
    print("computed/exponential bend loss at %d um = %.4f" % (R, ratio))

# ---------- optimum radius of the example ----------


def quarter_loss(R):
    """Model loss of the quarter turn in dB, R in um."""
    return np.pi / 2 * R * 1e-4 * (A_db + K_db * np.exp(-R / R0))


a = A_db / K_db
assert 0 < a < a_crit
x_max, x_min = stationary_points(a)
R_max, R_min = R0 * x_max, R0 * x_min
L_min = quarter_loss(R_min)
L_formula = np.pi / 2 * K_db * R0 * 1e-4 * x_min**2 * np.exp(-x_min)
assert abs(L_formula / L_min - 1) < 1e-9
radiation = K_db * np.exp(-R_min / R0)
assert abs(radiation / (A_db / (x_min - 1)) - 1) < 1e-9
R_equal = brentq(lambda R: quarter_loss(R) - L_min, 1e-9, R_max)
assert quarter_loss(R_equal / 2) < L_min
direct = minimize_scalar(
    lambda R: np.pi / 2 * R * 1e-4 * (A_db + bend_loss(R)),
    bounds=(50, 95), method="bounded", options={"xatol": 1e-3})
assert abs(direct.x / R_min - 1) < 0.02
assert abs(direct.fun / L_min - 1) < 0.02
print("A = %.2f dB/cm, threshold K/e^2 = %.4g dB/cm"
      % (A_db, K_db * a_crit))
print("A/K = %.4e, R_min/R0 = %.4f" % (a, x_min))
print("local-maximum radius (model) = %.3f um" % R_max)
print("optimum radius R_min = %.2f um" % R_min)
print("radiation loss at R_min = %.4f dB/cm" % radiation)
print("quarter-turn loss at R_min = %.5f dB" % L_min)
print("quarter-turn loss at 0.8 R_min = %.5f dB"
      % quarter_loss(0.8 * R_min))
print("quarter-turn loss at 1.25 R_min = %.5f dB"
      % quarter_loss(1.25 * R_min))
print("small radius with the same model loss = %.3f nm" % (R_equal * 1e3))
print("optimum without exponential law = %.2f um, loss = %.5f dB"
      % (direct.x, direct.fun))

# ---------- effects outside the model ----------


def overlap_loss(mode, R, offset=0.0):
    """Scalar mode-mismatch loss of one junction in dB."""
    u, field, _ = mode
    keep = u < ABSORBER_START
    u, field = u[keep], field[keep]
    guide = straight_field(R * np.expm1(u / R) - offset)
    efficiency = (abs(np.sum(guide * field))**2
                  / (np.sum(guide**2) * np.sum(abs(field)**2)))
    return -10 * np.log10(efficiency)


def junction_loss(R):
    return overlap_loss(bent_mode(R), R)


mode_min = bent_mode(R_min)
junction = overlap_loss(mode_min, R_min)
shifted = minimize_scalar(lambda d: overlap_loss(mode_min, R_min, d),
                          bounds=(0, 0.4), method="bounded")
assert shifted.fun < 0.5 * junction
scaling = junction_loss(80) / junction_loss(160)
assert abs(scaling / 4 - 1) < 0.15
with_junctions = minimize_scalar(
    lambda R: quarter_loss(R) + 2 * junction_loss(R),
    bounds=(60, 250), method="bounded", options={"xatol": 1e-2})
assert 61 < with_junctions.x < 249
print("mismatch loss per abrupt junction at R_min = %.5f dB" % junction)
print("two abrupt junctions / model loss = %.3f" % (2 * junction / L_min))
print("junction loss ratio, 80 um to 160 um = %.3f" % scaling)
print("best lateral offset at R_min = %.1f nm" % (shifted.x * 1e3))
print("mismatch loss per offset junction = %.5f dB" % shifted.fun)
print("optimum radius with two abrupt junctions = %.1f um"
      % with_junctions.x)
print("total loss there = %.5f dB" % with_junctions.fun)
print("computed/exponential bend loss at 20 um = %.3f"
      % (bend_loss(20) / (K_db * np.exp(-20 / R0))))
index_rise = 2e-5 * 50                 # rough thermo-optic slope times 50 K
beta_hot, _, gamma_hot = straight_slab(n_core + index_rise)
change = tunnelling_R0(beta_hot, gamma_hot) / R0_tunnel - 1
print("core index rise of %.4f changes R0 by %.2f percent"
      % (index_rise, 100 * change))
print("all tests passed")
```

Running it gives:

```
critical A/K = 0.135335
A/(K/e^2) = 0.00: local minima found = 0
A/(K/e^2) = 0.01: local minima found = 1
A/(K/e^2) = 0.50: local minima found = 1
A/(K/e^2) = 0.99: local minima found = 1
A/(K/e^2) = 1.00: local minima found = 0
A/(K/e^2) = 1.01: local minima found = 0
A/(K/e^2) = 2.00: local minima found = 0
A/(K/e^2) = 0.01: R_max/R0 = 1.0037, R_min/R0 = 8.6384
A/(K/e^2) = 0.50: R_max/R0 = 1.2320, R_min/R0 = 3.6783
A/(K/e^2) = 0.99: R_max/R0 = 1.8648, R_min/R0 = 2.1486
wavelength = 1.55 um, slab width = 1.00 um
core index = 1.600, cladding index = 1.444
straight-mode effective index = 1.5393
beta = 6.2398 1/um, cladding decay gamma = 2.1614 1/um
bend loss at 50 um = 4.0579 dB/cm
bend loss at 80 um = 0.01628 dB/cm
R0 from bent modes = 5.436 um
R0 from tunnelling formula = 5.361 um
K = 4.006e+04 dB/cm
computed/exponential bend loss at 40 um = 0.9648
computed/exponential bend loss at 60 um = 1.0111
computed/exponential bend loss at 70 um = 1.0092
A = 2.00 dB/cm, threshold K/e^2 = 5421 dB/cm
A/K = 4.9929e-05, R_min/R0 = 12.3326
local-maximum radius (model) = 5.437 um
optimum radius R_min = 67.04 um
radiation loss at R_min = 0.1765 dB/cm
quarter-turn loss at R_min = 0.02292 dB
quarter-turn loss at 0.8 R_min = 0.03437 dB
quarter-turn loss at 1.25 R_min = 0.02643 dB
small radius with the same model loss = 3.645 nm
optimum without exponential law = 67.12 um, loss = 0.02294 dB
mismatch loss per abrupt junction at R_min = 0.03169 dB
two abrupt junctions / model loss = 2.765
junction loss ratio, 80 um to 160 um = 4.219
best lateral offset at R_min = 58.6 nm
mismatch loss per offset junction = 0.00771 dB
optimum radius with two abrupt junctions = 119.8 um
total loss there = 0.05592 dB
computed/exponential bend loss at 20 um = 0.793
core index rise of 0.0010 changes R0 by -1.30 percent
all tests passed
```
